Velocity correction to electronic friction on an ion in an electron gas

A heavy ion moves with constant velocity 𝐯 through a uniform gas of free electrons at zero temperature. The gas has density n, both spins counted, and in the laboratory its electrons fill all velocities 𝐰 with |𝐰| < vF. Each electron, of mass m, scatters independently from a central, spin-independent potential that travels with the ion. The ion is so heavy that its recoil may be ignored. Vectors are written bold; u is the magnitude of the relative velocity 𝐮 = 𝐰 − 𝐯, and x = v/vF. The drag F is the force on the ion, counted positive when it opposes the motion. The transport cross section is

σ(u) = ∫ (1 − cos θ) (dσ/dΩ) dΩ.

**(a) Express the drag through σ(u), taking the Pauli principle into account.**

Solution. In the ion's frame the potential is static and the ion does not recoil, so scattering turns 𝐮 into 𝐮′ with u′ = u. The electrons fill a sphere of radius vF centred at −𝐯. Let f(𝐮) = 1 inside it and 0 outside. The density in velocity space is n divided by the volume of the sphere,

ρ = 3n/(4π vF³).

Electrons in d³u form a beam of flux ρ f(𝐮) u d³u. Scattering into dΩ′ requires an empty final state, which gives the factor 1 − f(𝐮′), and each event hands the ion the momentum m(𝐮 − 𝐮′). The force on the ion is therefore

𝐊 = mρ ∫ d³u u ∫ dΩ′ (dσ/dΩ) (𝐮 − 𝐮′) f(𝐮) [1 − f(𝐮′)].

Consider the part with f(𝐮) f(𝐮′). Both velocities lie on the same shell, and dσ/dΩ depends only on u and on the angle between them. Exchanging 𝐮 and 𝐮′ leaves everything unchanged except 𝐮 − 𝐮′, which changes sign, so this part is zero. Blocking forbids individual events but cancels from the net force.

In what remains, the integral over final directions can be done. The component of 𝐮′ perpendicular to 𝐮 averages to zero over azimuth, and the parallel component is u cos θ. Hence

∫ dΩ′ (dσ/dΩ) (𝐮 − 𝐮′) = σ(u) 𝐮,

𝐊 = mρ ∫ d³u f(𝐮) u σ(u) 𝐮.

With F = −𝐊·𝐯/v, and angle brackets for the average over the Fermi sphere,

F = m n ⟨ |𝐯 − 𝐰| σ(|𝐯 − 𝐰|) (𝐯 − 𝐰)·𝐯/v ⟩.

**(b) Which relative speeds contribute when v < vF? Reduce the drag to a single integral.**

Solution. Let μ be the cosine of the angle between 𝐮 and 𝐯. A state is occupied if |𝐮 + 𝐯|² = u² + v² + 2uvμ < vF², that is, if

μ < μ0 = (vF² − v² − u²)/(2uv).

With d³u = 2π u² du dμ, the result of (a) becomes

F = −2π mρ ∫ du u⁴ σ(u) ∫ μ dμ, with μ over the occupied directions.

If u < vF − v, then μ0 > 1 and the shell is full. The integral of μ from −1 to 1 vanishes, so the shell exerts no force whatever σ is there. If u > vF + v, then μ0 < −1 and the shell is empty. In between,

∫ μ dμ from −1 to μ0 = −(1 − μ0²)/2,

F = π mρ ∫ u⁴ σ(u) (1 − μ0²) du, u from vF − v to vF + v.

Thus σ need not be constant at all speeds for the result of part (c): constancy between vF − v and vF + v is enough. As a numerical test at x = 0.4, σ was multiplied by a factor rising smoothly from 1 at u = 0.6vF to 6 at u = 0. The ratio of drag to linear drag changed by less than 10⁻¹².

Now set u = vF s and replace s by a variable y through

s² = 1 + x² + 2xy, s ds = x dy.

The limits s = 1 − x and s = 1 + x become y = −1 and y = 1. Then

μ0 = (1 − x² − s²)/(2sx) = −(x + y)/s,

1 − μ0² = [1 + x² + 2xy − (x + y)²]/s² = (1 − y²)/s².

The integration element becomes

u⁴ (1 − μ0²) du = vF⁵ s² (1 − y²) ds = vF⁵ x s (1 − y²) dy.

The prefactor is π m · 3n/(4π vF³) · vF⁵ x = (3/4) m n vF v, so

F = (3/4) m n vF v ∫ (1 − y²) s σ(vF s) dy, y from −1 to 1.

An electron on the Fermi surface whose velocity makes an angle of cosine y with −𝐯 has relative speed vF s. The drag is thus an average over the Fermi surface. Electrons moving against the ion's direction of motion have y > 0 and a larger s than those moving along with it at −y.

**(c) Let σ be constant over the contributing speeds. Find the friction at small v and its first correction.**

Solution. Write F = m n vF σ v R(x), where

R(x) = (3/4) ∫ (1 − y²) s dy.

At x = 0, s = 1. Since ∫ (1 − y²) dy = 2 − 2/3 = 4/3, R(0) = 1 and the drag is linear:

F = m n vF σ v.

For the correction, use √(1 + ε) = 1 + ε/2 − ε²/8 + … with ε = 2xy + x²:

s = 1 + xy + x²/2 − x²y²/2 + … = 1 + xy + (x²/2)(1 − y²) + ….

The term xy is odd in y and integrates to zero. Changing the signs of both x and y leaves s unchanged, so every odd power of x has a coefficient odd in y and drops out. The next surviving term is of order x⁴. For the x² term,

∫ (1 − y²)² dy = 2 − 4/3 + 2/5 = 16/15,

R(x) = 1 + (3/4)(1/2)(16/15) x² + … = 1 + (2/5) x² + ….

Therefore

F ≈ m n vF σ v [1 + (2/5)(v/vF)²].

The correction is positive because the weighted mean relative speed grows with v. To first order, the faster encounters on one side of the Fermi surface balance the slower ones on the other. At second order, the motion across an electron's path adds to the relative speed, which gives the term (x²/2)(1 − y²).

**(d) How good is this first correction? Find R(x) in closed form, and continue it to v > vF.**

Solution. Return to s as the variable, with y = (s² − 1 − x²)/(2x) and dy = s ds/x:

R = [3/(16x³)] ∫ s² [4x² − (s² − 1 − x²)²] ds.

Because 4x² − (1 + x²)² = −(1 − x²)², the integrand is

−(1 − x²)² s² + 2(1 + x²) s⁴ − s⁶.

For x ≤ 1 the limits are 1 − x and 1 + x. The three integrals needed are

∫ s² ds = 2x + (2/3)x³,
∫ s⁴ ds = 2x + 4x³ + (2/5)x⁵,
∫ s⁶ ds = 2x + 10x³ + 6x⁵ + (2/7)x⁷.

Multiplied by their coefficients, the terms are

−2x + (10/3)x³ − (2/3)x⁵ − (2/3)x⁷,
4x + 12x³ + (44/5)x⁵ + (4/5)x⁷,
−2x − 10x³ − 6x⁵ − (2/7)x⁷.

The terms in x cancel, and the sum is (16/3)x³ + (32/15)x⁵ − (16/105)x⁷. Multiplication by 3/(16x³) gives

R(x) = 1 + (2/5)x² − x⁴/35, x ≤ 1.

Within the model this polynomial is exact up to v = vF. At x = 0.6 it gives 1.1403, while the first correction alone gives 1.1440. At x = 1 the values are 1.3714 and 1.4000, so the truncated formula is 2.1 % above the full one. Direct integration of the average in (a) over the Fermi sphere reproduces the closed values to the five decimals printed.

For v > vF, shells with u < v − vF are empty and those from v − vF to v + vF are partly filled. The substitution in (b) again runs from y = −1 to 1, so the Fermi-surface integral still holds. Since

√(1 + x² + 2xy) = x √(1 + 1/x² + 2y/x),

it follows that R(x) = x R(1/x), and

F = m n σ vF² [x² + 2/5 − 1/(35x²)], x ≥ 1.

For v much larger than vF the drag tends to m n σ v², that of a body sweeping through electrons at rest. Here σ is the value at relative speeds within vF of v. Using the low-speed value instead requires σ to stay constant up to those speeds.

**(e) What replaces 2/5 if σ varies smoothly with relative speed?**

Solution. Define the logarithmic slope and the scaled curvature at the Fermi speed,

s1 = vF σ′(vF)/σ(vF), s2 = vF² σ″(vF)/σ(vF),

and let h(s) = s σ(vF s)/σ(vF). By the product rule its first two derivatives at s = 1 are 1 + s1 and 2s1 + s2. To order x²,

s − 1 = xy + (x²/2)(1 − y²), (s − 1)² = x²y².

Besides 16/15, one more integral is needed: ∫ (1 − y²) y² dy = 2/3 − 2/5 = 4/15. The ratio of the drag to m n vF σ(vF) v is then 1 + Cx² + …, with

C = (3/4)(1/2)(16/15)(1 + s1) + (3/4)(1/2)(4/15)(2s1 + s2)
= 2/5 + (3/5)s1 + s2/10.

For a power law σ ∝ u^p, s1 = p and s2 = p(p − 1), so

C = (p + 1)(p + 4)/10.

The constant cross section, p = 0, gives 2/5. For p = 1 the coefficient is 1, and for p = −2 it is −1/5. If p = −1, then sσ is constant in the Fermi-surface integral and friction is linear at every v. For −4 < p < −1 the first correction reduces the drag. Its sign is therefore not a general property of the electron gas.

**(f) Evaluate the constant-σ result for a 5 keV proton in a gas with 200 electrons per nm³.**

Solution. These are rough values for low-energy hydrogen implantation into silicon, which has four valence electrons per atom and about 50 atoms per nm³. From vF = (ħ/m)(3π²n)^(1/3) and the kinetic energy of the proton,

vF = 2.09 × 10⁶ m/s, EF = 12.47 eV, v = 9.79 × 10⁵ m/s, x = 0.467.

A cross section is also needed. The proton is represented by an attractive Coulomb potential multiplied by exp(−r/λ). Its phase shifts δ_l at wave number k give the scattering amplitude

(1/k) Σ (2l + 1) exp(iδ_l) sin δ_l P_l(cos θ).

In the transport cross section, the orthogonality of the P_l gives the terms (2l + 1) sin² δ_l. The factor cos θ couples l to l + 1 and gives −2(l + 1) sin δ_l sin δ_(l+1) cos(δ_l − δ_(l+1)). Splitting 2l + 1 into (l + 1) + l groups the sum into neighbouring pairs, and

sin²a + sin²b − 2 sin a sin b cos(a − b) = sin²(a − b)

leads to

σ = (4π/k²) Σ (l + 1) sin²(δ_l − δ_(l+1)).

The length λ follows from neutrality. In a large sphere the allowed wave numbers satisfy kL + δ_l = constant + integer × π. As the attraction is switched on, δ_l/π levels cross the Fermi wave number kF downwards for each spin and each of the 2l + 1 orientations. The proton must attract one electron in all:

(2/π) Σ (2l + 1) δ_l(kF) = 1.

The solution is λ = 0.0422 nm, and σ(vF) = 0.01995 nm². Now hold this σ fixed. Since m vF v = 2EF x,

m vF v = 2 × 12.47 eV × 0.4673 = 11.65 eV,
nσ = 200 nm⁻³ × 0.01995 nm² = 3.99 nm⁻¹,
linear drag = 11.65 eV × 3.99 nm⁻¹ = 46.5 eV/nm.

The first correction is 0.4 × 0.4673² = 8.73 %, which raises the drag to 50.6 eV/nm (8.1 × 10⁻⁹ N). The x⁴ term is −0.14 % of the linear drag, and the full constant-σ result is 50.5 eV/nm.

**(g) Does the constant-σ correction describe this proton?**

Solution. The contributing relative speeds run from 0.53vF to 1.47vF. The same screened potential gives s1 = −2.83 and s2 = 10.1 at vF, so

C = 0.4 + 0.6 × (−2.83) + 0.1 × 10.1 = −0.29.

The correction has changed sign. With the computed σ(u) in the Fermi-surface integral, the drag is 0.935 times the linear value, or 43.5 eV/nm. That is 14 % below the constant-σ result. The 2/5 law is right for its premise, but this potential does not satisfy the premise.

Screening also changes with v, and its effect relative to the linear drag starts at order v² as well. To estimate it, let g(u) = (1 + μ0)/2 be the occupied fraction of a shell. The angle-averaged distribution is a superposition of filled spheres with weights −g′(u) du. From μ0 = −(x + y)/s and ds = x dy/s,

−g′(u) du = [s² − x(x + y)] dy/(2s³) = (1 + xy) dy/(2s³).

Averaging the neutrality sum with this weight gives λ = 0.0428 nm. The drag, with σ(u) also varying, becomes 0.952 times the original linear value, or about 44 eV/nm. This estimate keeps the potential spherical and omits the wake behind the ion.

Other omissions can be sized as follows.

Density: the valence density in a crystal is not uniform. At half the density, with λ recalculated and v held fixed, the linear drag is 37.9 eV/nm, 18 % lower. There x rises to 0.59, and with varying σ and readjusted screening the drag is about 34 eV/nm, 23 % below 44 eV/nm.

Temperature: for constant σ, expanding the average in (a) to first order in v gives (4/3) m n σ ⟨w⟩ v. The low-temperature expansion of the Fermi distribution at fixed n multiplies ⟨w⟩ by 1 + (π²/6)(kBT/EF)². At 300 K the change is 7 × 10⁻⁶.

Band gap: an electron met head-on at speed vF leaves at vF + 2v and gains 2mv(v + vF) = 34.2 eV. This far exceeds silicon's gap of roughly 1.1 eV. The two become equal at a proton energy of about 11 eV, near and below which free-electron friction cannot be trusted in silicon. Transfers smaller than the gap are suppressed at higher energies too. In the free-electron model with constant σ and isotropic scattering, they carry about half of the drag at 30 eV, about a tenth at 100 eV and less than 0.1 % at 5 keV.

Nuclear collisions: these are a separate loss. For a Coulomb collision with impact parameter b, the energy transfer is Tmax/[1 + (b/b0)²], where b0 is the impact parameter for 90° scattering in the centre-of-mass frame. Integrating over 2πb db up to a radius a gives π b0² Tmax ln(1 + a²/b0²) per atom. With a = 0.0194 nm, the Thomas–Fermi radius of silicon, and 50 atoms per nm³, the loss is about 2 eV/nm, or 4 % of the linear electronic drag. This is a rough figure, because the bare Coulomb force is cut off sharply at a; the universal screened potential of Ziegler, Biersack and Littmark gives about 1.4 eV/nm.

Recoil: the electron-to-proton mass ratio is 5.4 × 10⁻⁴, so treating the ion as infinitely heavy is a small approximation here.

In relation to real implantation, 5 keV is a low energy. Hydrogen implants for splitting off thin silicon layers use roughly tens of keV or more. Since x grows as the square root of energy, x = 1 is reached at 5 keV/0.4673² ≈ 23 keV, so many such implants start outside the slow-ion range and enter it as the protons slow down. Halving the density and letting σ vary with speed move the stopping power by 18 % and 14 % on the bases stated above. The assumed shape of the screened potential matters as much or more, because neutrality fixes only its length. Replacing exp(−r/λ) by (1 + r/2λ) exp(−r/λ) or by erfc(r/λ), with λ fixed by the same condition, raises the linear drag from 46.5 to about 55 or 64 eV/nm and the final estimate from 44 to about 52 or 59 eV/nm. The coefficient C is more robust and stays between −0.29 and −0.33. Exchange and correlation, the crystal potential and electron capture by the proton are also left out, so 44 eV/nm is a model estimate, not a measured stopping power. The numerical output below lists the main values used.

Table of computed values

```
IDEAL GAS, CONSTANT CROSS SECTION
x^2 coefficient, direct integral at x=0.1: 0.3997
x=0.3: direct 1.03577, closed 1.03577, 1+0.4x^2 1.03600
x=0.6: direct 1.14030, closed 1.14030, 1+0.4x^2 1.14400
x=1.0: direct 1.37143, closed 1.37143, 1+0.4x^2 1.40000
x^2 coefficient for sigma ~ u^-2: -0.2000
x^2 coefficient for sigma ~ u^-1: -0.0000
x^2 coefficient for sigma ~ u^1: 1.0000
change from altering filled shells, x=0.4: -3.5e-13
EXAMPLE: PROTON, ROUGH SILICON VALENCE DENSITY
electron density (input): 200 nm^-3
proton energy (input): 5000 eV
Fermi energy: 12.47 eV
Fermi speed: 2.0945e+06 m/s
proton speed: 9.7872e+05 m/s
x = v/vF: 0.4673
static screening length: 0.04221 nm
s-wave phase shift at vF: 0.9199 rad
transport cross section at vF: 0.01995 nm^2
linear stopping: 46.49 eV/nm
first correction 0.4x^2: 8.73 %
next term -x^4/35: -0.136 %
stopping with first correction: 50.56 eV/nm
stopping, full constant-sigma result: 50.49 eV/nm
NEGLECTED EFFECTS
s1 = vF sigma'/sigma: -2.831
s2 = vF^2 sigma''/sigma: 10.067
x^2 coefficient with varying sigma: -0.292
varying sigma, drag/linear drag: 0.9352
varying sigma, stopping: 43.48 eV/nm
moving-ion screening length: 0.04280 nm
with moving screening, drag/linear drag: 0.9517
with moving screening, stopping: 44.25 eV/nm
linear stopping at half density: 37.92 eV/nm
temperature (input): 300 K
relative thermal change of linear drag: 7.1e-06
largest energy transfer to an electron: 34.2 eV
rough silicon gap (input): 1.1 eV
proton energy where largest transfer = gap: 10.7 eV
nuclear cutoff radius: 0.0194 nm
nuclear stopping estimate: 2.05 eV/nm
electron/proton mass ratio: 5.45e-04
```
